# Largest absorption of a free-standing thin conducting sheet at normal incidence: a numerical check

```python
"""Absorption of normally incident radiation by a free-standing thin sheet.

Result under test: for vanishing thickness and one-sided illumination,
    A = 4 Z0 R / ((Z0 + 2 R)^2 + 4 X^2) <= 1/2,
with equality at X = 0, R = Z0/2 (about 188 ohm).
Z0: vacuum impedance; R - iX: sheet impedance 1/(sigma d), for exp(-i w t);
s = Z0/(R - iX): dimensionless sheet conductance; x = k0 d: phase thickness.
The independent side integrates Maxwell's equations through a slab of finite
thickness and gets the absorption from the Joule-heat integral.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

Z0 = const.mu_0 * const.c


def slab(s, x):
    """Return r, t, Joule absorption and front/back field ratio of a slab."""
    s = complex(s)

    def maxwell(_, y):
        e_field, h_field, _heat = y
        return [1j * x * h_field, (1j * x - s) * e_field,
                s.real * abs(e_field) ** 2]

    # Start from a unit outgoing wave at the back face, integrate to the front.
    sol = solve_ivp(maxwell, (1.0, 0.0), np.array([1, 1, 0], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    e_front, h_front, heat = sol.y[:, -1]
    incident = (e_front + h_front) / 2
    r = (e_front - h_front) / (2 * incident)
    t = 1 / incident
    absorbed = -heat.real / abs(incident) ** 2
    assert abs(absorbed + abs(r) ** 2 + abs(t) ** 2 - 1) < 1e-7
    return r, t, absorbed, e_front


def sheet_absorption(R, X=0.0):
    return 4 * Z0 * R / ((Z0 + 2 * R) ** 2 + 4 * X ** 2)


# Complex sheet impedances: amplitudes, absorption, and the bound.
# Finite-thickness errors are of first order in x, here 1e-5.
x_thin = 1e-5
largest = 0.0
for R in (20.0, 60.0, 188.0, 400.0, 1000.0):
    for X in (-300.0, -80.0, 0.0, 80.0, 300.0):
        s = Z0 / (R - 1j * X)
        r, t, absorbed, _ = slab(s, x_thin)
        assert abs(t - 2 / (2 + s)) < 1e-3
        assert abs(r + s / (2 + s)) < 1e-3
        assert abs(absorbed - sheet_absorption(R, X)) < 1e-3
        assert abs(absorbed - (0.5 - 2 * abs(r + 0.5) ** 2)) < 1e-3
        assert absorbed < 0.5 + 1e-6
        largest = max(largest, absorbed)

# Worked example with round model parameters.
thickness = 10e-9
wavelength = 10e-6
omega = 2 * np.pi * const.c / wavelength
x = omega * thickness / const.c
best = minimize_scalar(lambda R: -slab(Z0 / R, x)[2], bounds=(50, 800),
                       method="bounded", options={"xatol": 1e-4})
R_opt = Z0 / 2
assert abs(best.x / R_opt - 1) < 1e-3
assert abs(-best.fun - 0.5) < 1e-4
r, t, absorbed, field_ratio = slab(Z0 / R_opt, x)
assert abs(field_ratio - 1) < 2 * x
sigma = 1 / (R_opt * thickness)
skin_depth = np.sqrt(2 / (const.mu_0 * sigma * omega))
assert abs((thickness / skin_depth) ** 2 / ((Z0 / R_opt) * x / 2) - 1) < 1e-8

print(f"vacuum impedance Z0 = {Z0:.3f} ohm")
print(f"optimal sheet resistance Z0/2 = {R_opt:.3f} ohm")
print(f"same in atomic units = {R_opt * const.e**2 / const.hbar:.5f} hbar/e^2")
print(f"largest absorption on complex-impedance grid = {largest:.5f}")
print(f"thickness = {thickness * 1e9:.1f} nm")
print(f"vacuum wavelength = {wavelength * 1e6:.1f} micrometre")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"phase thickness k0 d = {x:.6f} (dimensionless)")
print(f"conductivity at optimum = {sigma:.4e} S/m")
print(f"skin depth at optimum = {skin_depth * 1e9:.1f} nm")
print(f"relative field change across sheet = {abs(field_ratio - 1):.5f}")
print(f"numerical best resistance, finite slab = {best.x:.2f} ohm")
print(f"reflected fraction at Z0/2, finite slab = {abs(r)**2:.5f}")
print(f"transmitted fraction at Z0/2, finite slab = {abs(t)**2:.5f}")
print(f"absorbed fraction at Z0/2, finite slab = {absorbed:.5f}")

print("R (ohm), absorbed fraction: sheet formula, finite slab")
for R in (50.0, 100.0, 200.0, 400.0, 1000.0):
    numerical = slab(Z0 / R, x)[2]
    assert abs(numerical - sheet_absorption(R)) < 1e-3
    print(f"  {R:6.0f}  {sheet_absorption(R):.4f}  {numerical:.4f}")

# Equal in-phase waves from both sides: each outgoing amplitude is r + t.
two_sided = 1 - abs(r + t) ** 2
assert two_sided > 0.999
print(f"absorbed fraction, two-sided in-phase waves = {two_sided:.5f}")

# Finite thickness at R = Z0/2: small positive excess, quadratic in x.
excess_wide = slab(2, 0.04)[2] - 0.5
excess_narrow = slab(2, 0.02)[2] - 0.5
assert excess_narrow > 0
assert 3.8 < excess_wide / excess_narrow < 4.2
assert absorbed > 0.5
print(f"excess over 1/2 in the example = {absorbed - 0.5:.2e}")
print(f"excess/(k0 d)^2 at k0 d = 0.02: {excess_narrow / 0.02**2:.4f}")
print(f"excess ratio on doubling k0 d = {excess_wide / excess_narrow:.3f}")

# Carrier inertia: Drude sheet with impedance R (1 - i omega tau).
tau = 5e-15
u = omega * tau
root = np.sqrt(1 + u ** 2)
drude = minimize_scalar(lambda R: -slab(Z0 / (R * (1 - 1j * u)), x_thin)[2],
                        bounds=(30, 800), method="bounded",
                        options={"xatol": 1e-4})
assert abs(drude.x / (Z0 / (2 * root)) - 1) < 1e-3
assert abs(-drude.fun - 1 / (1 + root)) < 1e-3
drude_at_half = slab(Z0 / (R_opt * (1 - 1j * u)), x_thin)[2]
assert abs(drude_at_half - sheet_absorption(R_opt, R_opt * u)) < 1e-3
print(f"Drude relaxation time = {tau * 1e15:.1f} fs")
print(f"omega tau = {u:.4f} (dimensionless)")
print(f"Drude sheet: absorbed fraction at R = Z0/2: {drude_at_half:.4f}")
print(f"Drude sheet: best dc resistance = {Z0 / (2 * root):.2f} ohm")
print(f"Drude sheet: largest absorbed fraction = {1 / (1 + root):.4f}")

# A thick, weakly conducting slab is outside the bound.
s_thick, x_thick = 10.0, 20.0
thick = slab(s_thick, x_thick)[2]
assert thick > 0.9
print(f"thick slab: k0 d = {x_thick:.1f} (dimensionless)")
print(f"thick slab: thickness = {x_thick / (2 * np.pi):.3f} wavelengths")
print(f"thick slab: 1/(sigma d) = {Z0 / s_thick:.2f} ohm")
print(f"thick slab: absorbed fraction = {thick:.4f}")

print("PASS")
```

Printed output:

```
vacuum impedance Z0 = 376.730 ohm
optimal sheet resistance Z0/2 = 188.365 ohm
same in atomic units = 0.04585 hbar/e^2
largest absorption on complex-impedance grid = 0.50000
thickness = 10.0 nm
vacuum wavelength = 10.0 micrometre
angular frequency = 1.8837e+14 rad/s
phase thickness k0 d = 0.006283 (dimensionless)
conductivity at optimum = 5.3088e+05 S/m
skin depth at optimum = 126.2 nm
relative field change across sheet = 0.01257
numerical best resistance, finite slab = 188.36 ohm
reflected fraction at Z0/2, finite slab = 0.25000
transmitted fraction at Z0/2, finite slab = 0.25000
absorbed fraction at Z0/2, finite slab = 0.50001
R (ohm), absorbed fraction: sheet formula, finite slab
      50  0.3315  0.3315
     100  0.4530  0.4531
     200  0.4996  0.4996
     400  0.4353  0.4353
    1000  0.2668  0.2668
absorbed fraction, two-sided in-phase waves = 1.00000
excess over 1/2 in the example = 6.03e-06
excess/(k0 d)^2 at k0 d = 0.02: 0.1528
excess ratio on doubling k0 d = 3.999
Drude relaxation time = 5.0 fs
omega tau = 0.9418 (dimensionless)
Drude sheet: absorbed fraction at R = Z0/2: 0.4092
Drude sheet: best dc resistance = 137.12 ohm
Drude sheet: largest absorbed fraction = 0.4213
thick slab: k0 d = 20.0 (dimensionless)
thick slab: thickness = 3.183 wavelengths
thick slab: 1/(sigma d) = 37.67 ohm
thick slab: absorbed fraction = 0.9856
PASS
```
